# Small-angle deflection of ions by a transverse field in a trench, part 1

(Sections cited here and not found follow in the second part.)

## First half: from Newton's equations to the deflection law

Q: An ion from a plasma falls into a narrow trench whose insulating surfaces have charged up. The charge pushes the ion sideways. I want to know how far it is displaced when it reaches the floor, and how that distance depends on its energy. What picture are you using?

A: A two-dimensional one. Let $z$ measure depth below the trench mouth and $x$ lateral position. The mouth is at $z=0$ and the floor at $z=h$. An ion of charge $q$ and mass $m$ crosses the mouth at $x=x_0$, moving straight down with speed $v_0$. Its kinetic energy there is

$$K=\tfrac12 m v_0^2 .$$

This is the energy after the ion has crossed the plasma sheath, so the sheath needs no further treatment. Inside the trench there is an electrostatic field with components $E_x(x,z)$ and $E_z(x,z)$. I take it to be smooth and constant during the flight. I leave out collisions, magnetic forces, relativistic effects and the image force that the ion's own charge induces in the surfaces. I also assume that the ion reaches the floor without first touching a wall.

The quantity wanted is the displacement

$$D=x_{\text{floor}}-x_0 ,$$

which is positive when the ion moves toward $+x$.

Q: I can guess the answer two ways. The time spent in the trench is proportional to $1/v_0$, so the sideways push lasts for a time proportional to $1/v_0$. That suggests $D\propto K^{-1/2}$. But you will probably say that $D\propto K^{-1}$. Where does the second factor of $1/v_0$ come from?

A: Your argument gives the sideways velocity, not the displacement. A force acting for a time $h/v_0$ produces a sideways velocity proportional to $1/v_0$. The ion then moves at such velocities for a time that is itself proportional to $1/v_0$. The product goes as $1/v_0^2$, which at fixed mass is $1/K$.

The same count works for the angle. The sideways velocity goes as $1/v_0$, and the slope of the path is that velocity divided by $v_0$. This is only an estimate, since it ignores changes of the field along the path and changes of the downward speed. The equations of motion will show when that is allowed.

Q: Then start from the equations of motion, and keep the axial force. I do not want it dropped merely because it is inconvenient.

A: Newton's equations are

$$m\frac{d^2x}{dt^2}=qE_x(x,z),\qquad m\frac{d^2z}{dt^2}=qE_z(x,z).$$

Replace time by the length $s=v_0t$. This is the depth the ion would have reached with no field. Since $d/dt=v_0\,d/ds$, two time derivatives give a factor $v_0^2$:

$$m v_0^2\frac{d^2x}{ds^2}=qE_x,\qquad m v_0^2\frac{d^2z}{ds^2}=qE_z .$$

Now $mv_0^2=2K$. Dividing by it and defining

$$\varepsilon=\frac{q}{2K}$$

gives

$$x''=\varepsilon E_x(x,z),\qquad z''=\varepsilon E_z(x,z),$$

where a prime on a path coordinate means $d/ds$. The initial conditions are

$$x(0)=x_0,\quad x'(0)=0,\quad z(0)=0,\quad z'(0)=1 .$$

The last one follows from $dz/dt=v_0$ at the mouth. No approximation has been made beyond those of the model.

Q: The mass has vanished. A heavy ion is surely harder to push aside?

A: At the same speed it is. At the same kinetic energy the heavy ion is slower and stays in the field longer, and the two effects cancel. The equations and the initial conditions contain the mass only through $K$, so ions with equal $q$ and $K$ follow the same path. They follow it at different rates. Trajectories integrated numerically for ions of mass 40 u and 80 u at 100 eV confirm that the displacements agree.

Q: Fine. But the field is evaluated at the ion's actual position, which depends on the field. How do you get an explicit answer?

A: By expanding in $\varepsilon$, which is small when $K$ is large. Write

$$x=x_0+\varepsilon x_1(s)+\varepsilon^2x_2(s)+\dots,\qquad z=s+\varepsilon z_1(s)+\dots .$$

At $\varepsilon=0$ the path is the straight line $x=x_0$, $z=s$. The expansion is justified because the right-hand sides are smooth functions of position and of $\varepsilon$, and the path has a finite length. The solution then depends smoothly on $\varepsilon$.

The initial conditions are already met by the zeroth-order path. Hence $x_1$, $x_2$, $z_1$ and their first derivatives all vanish at $s=0$. At first order the field is evaluated on the undisturbed line:

$$x_1''(s)=E_x(x_0,s),\qquad z_1''(s)=E_z(x_0,s).$$

One integration gives

$$x_1'(s)=\int_0^s E_x(x_0,z)\,dz .$$

The slope of the path is

$$\frac{dx}{dz}=\frac{x'}{z'}=\frac{\varepsilon x_1'+O(\varepsilon^2)}{1+O(\varepsilon)}=\varepsilon x_1'+O(\varepsilon^2).$$

With $\theta$ the angle between path and vertical, $\tan\theta=dx/dz$. Since $\tan\theta=\theta+O(\theta^3)$, the angle at depth $z$ is, to leading order,

$$\theta(z)\simeq\frac{q}{2K}\int_0^zE_x(x_0,z')\,dz' .$$

Q: That is the angle. I asked for the displacement.

A: Integrate once more:

$$x_1(h)=\int_0^h ds\int_0^s dz\,E_x(x_0,z).$$

The integration region is the triangle $0<z<s<h$. For a fixed $z$, the variable $s$ runs from $z$ to $h$, and the integrand does not depend on $s$. Doing the $s$ integral first therefore gives a factor $h-z$:

$$x_1(h)=\int_0^h(h-z)E_x(x_0,z)\,dz .$$

I call this integral $D_1$. The displacement would be $\varepsilon D_1$ if the ion arrived at $s=h$.

Q: But it does not arrive at $s=h$ if an axial field has slowed it. You have just used the wrong arrival time.

A: Correct, and the error can be calculated. The ion arrives at $s=s_f$, where $z(s_f)=h$. The first-order expansion of $z$ gives

$$s_f+\varepsilon z_1(s_f)=h+O(\varepsilon^2)\quad\Rightarrow\quad s_f=h-\varepsilon z_1(h)+O(\varepsilon^2).$$

If the ion has been slowed, $z_1(h)$ is negative and $s_f$ is greater than $h$. In that case the expansion uses the field slightly beyond the floor. Any smooth continuation of the field will do, because the real path ends at the floor and does not feel it.

Insert $s_f$ into the lateral position:

$$D=\varepsilon x_1\big(h-\varepsilon z_1(h)\big)+\varepsilon^2x_2(h)+O(\varepsilon^3).$$

Expanding the first term gives

$$D=\varepsilon x_1(h)+\varepsilon^2\left[x_2(h)-x_1'(h)z_1(h)\right]+O(\varepsilon^3).$$

The arrival time has shifted at first order, but the shift multiplies a lateral slope that is already of first order. The product is second order. Therefore

$$D=\frac{q}{2K}\int_0^h(h-z)E_x(x_0,z)\,dz+O\!\left(\frac1{K^2}\right).$$

For a field that stays the same as $K$ changes, the integral is a fixed number. The leading displacement is inversely proportional to the kinetic energy.

Q: "Second order" can hide a large number. What is in it?

A: We need $x_2$. Expand the field about the undisturbed line:

$$E_x(x,z)=E_x(x_0,s)+\varepsilon\left[x_1\,\partial_xE_x+z_1\,\partial_zE_x\right]+O(\varepsilon^2),$$

with the derivatives taken at $(x_0,s)$. The equation $x''=\varepsilon E_x$ at order $\varepsilon^2$ then reads

$$x_2''=x_1\,\partial_xE_x+z_1\,\partial_zE_x .$$

Two integrations from zero produce the same weight $h-s$ as before. The displacement is $D=\varepsilon D_1+\varepsilon^2D_2+O(\varepsilon^3)$, with

$$D_2=\int_0^h(h-s)\left[x_1\,\partial_xE_x+z_1\,\partial_zE_x\right]ds-x_1'(h)\,z_1(h).$$

The three contributions have separate meanings. The displaced ion samples a different lateral force. An ion that is ahead of or behind the undisturbed motion samples the field at a different depth. An ion that arrives late has more time to drift sideways.

The inverse law is good when $|\varepsilon D_2|\ll|D_1|$ and the higher terms are small too. In physical terms, the displacement should be small compared with the distance over which the field varies sideways, and the potential energy changes along the path should be small compared with $K$. A small angle alone does not guarantee the first condition, since a strongly varying field can change over a very short distance.

Q: What if the integral $D_1$ is zero?

A: Then there is no $1/K$ term, and the displacement starts at $1/K^2$ unless $D_2$ vanishes too. This can happen when the field pushes one way near the mouth and the other way lower down. The inverse law needs $D_1\neq0$.

Q: The factor $h-z$ seems odd. Why should a field near the mouth count more than an equal field near the floor?

A: Because the ion keeps the sideways velocity it has gained. A push at depth $z$ changes the slope, and that change acts over the remaining depth $h-z$. It is a lever arm.

Take a uniform lateral field $E$ that acts from the mouth down to a depth $a$, with none below. At leading order

$$D\simeq\frac{qE}{2K}\int_0^a(h-z)\,dz=\frac{qE}{2K}\left(ha-\frac{a^2}{2}\right).$$

If the same layer lies at the bottom, the limits are $h-a$ and $h$, and the integral is $a^2/2$. For a thin layer with $a\ll h$, the top position gives nearly $ha$, which is larger by a factor of about $2h/a$. The angle at the floor is the same in both cases, because it contains $\int E_x\,dz$ without the weight. The sharp edge of the layer is an idealization here, used to show the weight.

Q: Let the uniform field fill the whole depth. Is the result then still an approximation?

A: For an ideal field with $E_x=E$ and $E_z=0$ everywhere on the path, it is exact within the model. The axial equation is $z''=0$, so $z=s$. The lateral equation is $x''=\varepsilon E$, whose solution is $x=x_0+\varepsilon Ez^2/2$. At the floor

$$D=\frac{qEh^2}{4K},\qquad \left.\frac{dx}{dz}\right|_h=\frac{qEh}{2K}.$$

Nothing here required a small angle. Take $h=1.0$ µm, $E=9.3711$ V/µm and a singly charged ion with $K=2$ eV. With $K$ in electronvolts, $q/K$ is $1/(2\ \text{V})$, so

$$D=\frac{9.3711\times1.0^2}{4\times2}\ \text{µm}=1.171\ \text{µm}.$$

The slope is $9.3711/4=2.343$, an angle of about $67^\circ$. Direct integration gives the same displacement and slope. The ion starts inside the field, and there are no side walls in this example. In a real structure the field must also have edges, where axial components appear.

Q: Real ions do not all enter straight down. Does the inverse law survive a small tilt?

A: It does for the displacement measured from the ion's own straight line, if the entry slope is held fixed. Let the entry slope be $\alpha$, and let $K_z$ be the kinetic energy of the downward motion at the mouth. Use $s=v_zt$ and $\varepsilon=q/(2K_z)$. The undisturbed line is now $x=x_0+\alpha s$, $z=s$. The first-order corrections $x_1$ and $z_1$ obey the same equations as before, with the field taken on this tilted line.

The arrival condition again gives $s_f=h-\varepsilon z_1(h)$ at first order. This time the shift matters at first order, because it multiplies the fixed slope $\alpha$:

$$D=\alpha s_f+\varepsilon x_1(h)=\alpha h+\varepsilon\left[x_1(h)-\alpha z_1(h)\right]+O(\varepsilon^2).$$

Both corrections are double integrals with weight $h-z$, so

$$D-\alpha h=\frac{q}{2K_z}\int_0^h(h-z)\left[E_x-\alpha E_z\right]dz+O(\varepsilon^2).$$

The total energy is $K=(1+\alpha^2)K_z$. At fixed $\alpha$, the field-induced part is therefore still proportional to $1/K$ at leading order. The straight-line part $\alpha h$ is not. A fixed distribution of entry slopes therefore gives a spread of landing positions that does not shrink as $1/K$. If instead the sideways thermal energy is fixed, the slopes vary as $K^{-1/2}$, and so does their part of the spread.

## Second half: a charged trench and the limits of the law

The symbols carried over are these. An ion of charge $q$ enters at $(x_0,0)$, moving straight down with kinetic energy $K$, and lands at depth $h$ with lateral displacement $D$. With $\varepsilon=q/(2K)$,

$$D=\varepsilon D_1+\varepsilon^2D_2+O(\varepsilon^3),\qquad D_1=\int_0^h(h-z)E_x(x_0,z)\,dz,$$

$$D_2=\int_0^h(h-s)\left[x_1\partial_xE_x+z_1\partial_zE_x\right]ds-x_1'(h)z_1(h).$$

Here $x_1''=E_x$ and $z_1''=E_z$ on the line $x=x_0$, with zero initial values and slopes. The leading slope at the floor is $\varepsilon x_1'(h)$.

For a fixed field with $D_1\neq0$, the leading displacement of an ion that enters straight down is inversely proportional to its kinetic energy, and $D_2$ gives the first correction. It remains to apply this to a charged trench whose field satisfies Laplace's equation, to test it against computed trajectories, and to see where the law stops applying.
